# Why an inert core does not make pseudo-wavefunctions sufficient for chemical shifts: a program that tests the result

```python
"""Are pseudo-wavefunctions enough for NMR shifts because cores are inert?
Result under test: the paramagnetic shielding needs R = <r^-3> of the valence
p function. Norm-conserving pseudisation lowers R, more for 3p than for the
nodeless 2p, although the core is nearly rigid; a one-centre (PAW-type)
reconstruction restores it.
Symbols: u = r * radial function, V = effective potential, rc = cutoff radius,
W = external confining potential, gap = filled-to-empty p level splitting.
Internally hartree atomic units; e^2/(hbar c) = alpha.
Atoms: spherical, spin-unpolarised, exchange-only LDA.
"""
import numpy as np
from numpy.polynomial import Polynomial
from scipy.constants import alpha, physical_constants
from scipy.interpolate import CubicSpline
from scipy.linalg import eigh_tridiagonal, solve_banded
from scipy.optimize import brentq

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
PPM = 1e6

# Radial grid r = b (exp(x) - 1), uniform in x, with u = 0 at both ends.
N_GRID, B_GRID, R_MAX = 4000, 0.05, 30.0
h = np.log(R_MAX / B_GRID + 1) / (N_GRID + 1)
x = h * np.arange(1, N_GRID + 1)
r = B_GRID * np.expm1(x)
drdx = r + B_GRID
weight = h * drdx


def tridiagonal(V, l):
    """Radial Hamiltonian acting on g = u sqrt(dr/dx)."""
    diag = (1 / h**2 + 1 / 8) / drdx**2 + V + l * (l + 1) / (2 * r**2)
    off = -1 / (2 * h**2 * drdx[:-1] * drdx[1:])
    return diag, off


def bound_states(V, l, count):
    diag, off = tridiagonal(V, l)
    energies, g = eigh_tridiagonal(diag, off, select="i",
                                   select_range=(0, count - 1))
    u = (g / np.sqrt(h * drdx)[:, None]).T
    return energies, u


def mean(f, u, v=None):
    return np.sum(weight * f * u * (u if v is None else v))


def scf_atom(Z, occupations):
    """occupations[l] lists electrons per shell; returns V and the orbitals."""
    V = -(1 + (Z - 1) * np.exp(-r * Z ** (1 / 3))) / r
    for _ in range(300):
        orbitals = {l: bound_states(V, l, len(occ))
                    for l, occ in occupations.items()}
        radial_density = sum(n * u**2 for l, occ in occupations.items()
                             for n, u in zip(occ, orbitals[l][1]))
        q = radial_density * weight
        enclosed = np.cumsum(q) - q / 2
        outer = q / r
        hartree = enclosed / r + np.sum(outer) - np.cumsum(outer) + outer / 2
        density = radial_density / (4 * np.pi * r**2)
        V_new = -Z / r + hartree - (3 * density / np.pi) ** (1 / 3)
        change = np.max(np.abs(r * (V_new - V)))
        if change < 1e-6:
            return V, orbitals
        V = V + 0.4 * (V_new - V)
    raise AssertionError("self-consistency not reached")


def inner_weights(m):
    """Trapezoidal weights for the integral from 0 to r[m]."""
    w = weight[:m + 1].copy()
    w[m] /= 2
    return w


def pseudise(V, energy, u, rc_wanted):
    """Norm-conserving nodeless p function and its pseudopotential."""
    m = int(np.argmin(np.abs(r - rc_wanted)))
    rc = r[m]
    u = u * np.sign(u[m])
    slope = CubicSpline(r, u)(rc, 1) / u[m]
    dV = CubicSpline(r, V)(rc, 1)
    slope1 = 2 * (V[m] - energy) + 2 / rc**2 - slope**2
    slope2 = 2 * dV - 4 / rc**3 - 2 * slope * slope1
    target = [np.log(u[m] / rc**2), slope - 2 / rc,
              slope1 + 2 / rc**2, slope2 - 4 / rc**3]
    k = 2 * np.arange(4)
    matching = np.array([k**0, k / rc, k * (k - 1) / rc**2,
                         k * (k - 1) * (k - 2) / rc**3], dtype=float)
    base = Polynomial(np.linalg.solve(matching, target))
    bump = Polynomial([1, -1]) ** 4
    s = r[:m + 1] ** 2
    t = s / rc**2
    w = inner_weights(m)
    norm = np.sum(w * u[:m + 1] ** 2)

    def norm_error(kappa):
        return np.sum(w * s**2 * np.exp(2 * (base + kappa * bump)(t))) - norm

    P = base + brentq(norm_error, -20, 20, xtol=1e-13) * bump
    u_ps, V_ps = u.copy(), V.copy()
    u_ps[:m + 1] = s * np.exp(P(t))
    P1, P2 = P.deriv(1)(t) / rc**2, P.deriv(2)(t) / rc**4
    V_ps[:m + 1] = energy + 5 * P1 + 2 * s * P2 + 2 * s * P1**2
    return m, u_ps, V_ps


def partial_wave(V, energy, m):
    """Regular p solution at a given energy on [0, r[m]], equal to 1 at r[m]."""
    diag, off = tridiagonal(V, 1)
    g_end = np.sqrt(drdx[m])
    bands = np.zeros((3, m))
    bands[0, 1:] = off[:m - 1]
    bands[1] = diag[:m] - energy
    bands[2, :-1] = off[:m - 1]
    rhs = np.zeros(m)
    rhs[-1] = -off[m - 1] * g_end
    g = np.append(solve_banded((1, 1), bands, rhs), g_end)
    return g / np.sqrt(drdx[:m + 1])


def reconstructed(V, V_ps, energies, m, ua, ub):
    """Pseudo element of r^-3 plus the one-centre correction."""
    ae = np.array([partial_wave(V, e, m) for e in energies])
    ps = np.array([partial_wave(V_ps, e, m) for e in energies])
    w, ri = inner_weights(m), r[:m + 1]
    correction = (ae * w / ri**3) @ ae.T - (ps * w / ri**3) @ ps.T
    dual = ps * w * (1 - (ri / ri[-1]) ** 2) ** 2
    overlap = dual @ ps.T
    ca = np.linalg.solve(overlap, dual @ ua[:m + 1])
    cb = np.linalg.solve(overlap, dual @ ub[:m + 1])
    return mean(r**-3, ua, ub) + ca @ correction @ cb


def shielding_yy_finite_field(R, gap):
    """Mixed energy derivative for two electrons in the lowest p level."""
    Ly = np.array([[0, 0, 1j], [0, 0, 0], [-1j, 0, 0]])
    step = 1e-3

    def energy(sb, sm):
        H = np.diag([gap, gap, 0.0]) + step * (sb / 2 + sm * R) * Ly
        return 2 * np.linalg.eigvalsh(H)[0]

    mixed = energy(1, 1) - energy(1, -1) - energy(-1, 1) + energy(-1, -1)
    return alpha**2 * mixed / (4 * step**2)


def shielding_iso(R, gap):
    return -4 * alpha**2 * R / (3 * gap)


# The radial solver against the exact hydrogenic values.
Z_test = 4
_, u_hyd = bound_states(-Z_test / r, 1, 2)
for n, u in zip((2, 3), u_hyd):
    assert abs(mean(r**-3, u) / (Z_test**3 / (3 * n**3)) - 1) < 2e-4

gaps_eV = (8.0, 10.0)
W_COEFF = 0.02
SECOND_ENERGY = 0.5
print(f"model gaps: {gaps_eV[0]:.1f} and {gaps_eV[1]:.1f} eV")
print(f"confinement W/r^2: {W_COEFF:.3f} hartree/bohr^2")
print(f"second partial wave above first: {SECOND_ENERGY:.2f} hartree")

cases = [("C 2p", 6, {0: [2, 2], 1: [2]}, {0: [2, 2], 1: [1]}, (1.2, 1.5)),
         ("Si 3p", 14, {0: [2, 2, 2], 1: [6, 2]}, {0: [2, 2, 2], 1: [6, 1]},
          (1.6, 2.0))]
relative_losses = []

for name, Z, occ_atom, occ_ion, cutoffs in cases:
    V, orbitals = scf_atom(Z, occ_atom)
    _, orbitals_ion = scf_atom(Z, occ_ion)
    level = len(occ_atom[1]) - 1
    energy, u = orbitals[1][0][level], orbitals[1][1][level]
    R_ae = mean(r**-3, u)
    R_ion = mean(r**-3, orbitals_ion[1][1][level])
    print(f"{name} level energy: {energy:.5f} hartree")
    print(f"{name} all-electron R, atom: {R_ae:.4f} bohr^-3")
    print(f"{name} all-electron R, +1 ion: {R_ion:.4f} bohr^-3")

    # The core is nearly rigid when a valence electron is removed.
    def core_shielding(orbs):
        return alpha**2 / 3 * PPM * sum(
            n * mean(1 / r, v) for l, occ in occ_atom.items()
            for n, v in zip(occ[:-1], orbs[l][1][:-1]))
    core = core_shielding(orbitals)
    core_change = core_shielding(orbitals_ion) - core
    assert abs(core_change) < 2.0
    print(f"{name} core diamagnetic shielding: {core:.2f} ppm")
    print(f"{name} its change, atom to ion: {core_change:.3f} ppm")

    # Where the integral R is collected.
    cumulative = np.cumsum(weight * u**2 / r**3) / R_ae
    half = int(np.searchsorted(cumulative, 0.5))
    norm_half = np.sum((weight * u**2)[:half + 1])
    assert norm_half < 0.2
    print(f"{name} half of R lies inside: {r[half]:.3f} bohr")
    print(f"{name} norm inside that radius: {100 * norm_half:.2f} %")
    if level > 0:
        window = (r[:-1] > 0.05) & (r[:-1] < cutoffs[0])
        nodes = np.where(window & (u[:-1] * u[1:] < 0))[0]
        assert len(nodes) == level
        node = nodes[-1]
        print(f"{name} node: {r[node]:.3f} bohr; inside it "
              f"{100 * np.sum((weight * u**2)[:node + 1]):.2f} % of norm, "
              f"{100 * cumulative[node]:.2f} % of R")

    # R equals the mean radial force over l(l+1), for the true potential.
    force = Z / r**2 + np.gradient(V + Z / r, h) / drdx
    assert abs(mean(force, u) / (2 * R_ae) - 1) < 2e-3
    print(f"{name} mean force, all-electron: {mean(force, u):.4f} "
          "hartree/bohr")

    R_by_cutoff = []
    for rc in cutoffs:
        m, u_ps, V_ps = pseudise(V, energy, u, rc)
        R_ps = mean(r**-3, u_ps)
        R_by_cutoff.append(R_ps)
        print(f"{name} pseudo R, rc = {r[m]:.3f} bohr: {R_ps:.4f} bohr^-3, "
              f"ratio {R_ps / R_ae:.4f}")
        e_check, u_check = bound_states(V_ps, 1, 1)
        assert abs(e_check[0] - energy) < 1e-4
        assert abs(abs(mean(1.0, u_ps, u_check[0])) - 1) < 1e-5
        assert R_ps < 0.95 * R_ae
        force_ps = mean(np.gradient(V_ps, h) / drdx, u_check[0])
        assert abs(force_ps / (2 * R_ps) - 1) < 5e-3
    assert R_by_cutoff[0] > R_by_cutoff[1]
    relative_losses.append(1 - R_ps / R_ae)
    print(f"{name} mean force, pseudo, larger rc: {force_ps:.4f} "
          "hartree/bohr")

    # The part of R near the nucleus, before and after pseudisation.
    near_ae, near_ps = (np.sum((weight * v**2 / r**3)[:half + 1])
                        for v in (u, u_ps))
    assert near_ps < near_ae
    print(f"{name} R from r < {r[half]:.3f} bohr, AE, pseudo: "
          f"{near_ae:.4f}, {near_ps:.4f} bohr^-3")
    dia = [alpha**2 / 3 * PPM * mean(1 / r, v) for v in (u, u_ps)]
    print(f"{name} diamagnetic per electron, AE, pseudo: "
          f"{dia[0]:.3f}, {dia[1]:.3f} ppm")

    # Shielding of the split p shell, and its change between two gaps.
    differences = []
    for label, R in (("AE", R_ae), ("pseudo", R_ps)):
        sigma = []
        for gap_eV in gaps_eV:
            gap = gap_eV / HARTREE_EV
            numerical_iso = 2 * shielding_yy_finite_field(R, gap) / 3
            assert abs(numerical_iso / shielding_iso(R, gap) - 1) < 1e-3
            sigma.append(PPM * shielding_iso(R, gap))
        differences.append(sigma[1] - sigma[0])
        print(f"{name} {label} paramagnetic: {sigma[0]:.1f}, {sigma[1]:.1f}; "
              f"difference {differences[-1]:.1f} ppm")
    assert abs(differences[0] - differences[1]) > 1.0

    # Reconstruction in an environment not used to build it.
    W = W_COEFF * r**2
    e_ae, states_ae = bound_states(V + W, 1, level + 2)
    e_ps, states_ps = bound_states(V_ps + W, 1, 2)
    e_ae, states_ae = e_ae[level:], states_ae[level:]
    states_ae = states_ae * np.sign(states_ae[:, m])[:, None]
    states_ps = states_ps * np.sign(states_ps[:, m])[:, None]
    print(f"{name} confined levels, AE: {e_ae[0]:.4f}, {e_ae[1]:.4f} hartree")
    print(f"{name} confined levels, pseudo: {e_ps[0]:.4f}, {e_ps[1]:.4f} "
          "hartree")
    for label, j, tolerance in (("diagonal", 0, 0.02),
                                ("occupied-empty", 1, 0.05)):
        exact = mean(r**-3, states_ae[0], states_ae[j])
        bare = mean(r**-3, states_ps[0], states_ps[j])
        one, two = (reconstructed(V, V_ps, energies, m,
                                  states_ps[0], states_ps[j])
                    for energies in ([energy],
                                     [energy, energy + SECOND_ENERGY]))
        print(f"{name} {label}, AE and bare pseudo: {exact:.4f}, {bare:.4f} "
              "bohr^-3")
        print(f"{name} {label}, 1 and 2 projectors: {one:.4f}, {two:.4f} "
              "bohr^-3")
        assert abs(two / exact - 1) < tolerance
        assert abs(two - exact) < 0.1 * abs(bare - exact)

# The shell with a node loses more than the nodeless one.
assert relative_losses[1] > relative_losses[0]
print(f"relative loss of R, larger rc, C 2p and Si 3p: "
      f"{100 * relative_losses[0]:.1f}, {100 * relative_losses[1]:.1f} %")

print("all good")
```

It prints:

```
model gaps: 8.0 and 10.0 eV
confinement W/r^2: 0.020 hartree/bohr^2
second partial wave above first: 0.50 hartree
C 2p level energy: -0.15795 hartree
C 2p all-electron R, atom: 1.6888 bohr^-3
C 2p all-electron R, +1 ion: 2.2322 bohr^-3
C 2p core diamagnetic shielding: 198.79 ppm
C 2p its change, atom to ion: 0.052 ppm
C 2p half of R lies inside: 0.397 bohr
C 2p norm inside that radius: 1.42 %
C 2p mean force, all-electron: 3.3775 hartree/bohr
C 2p pseudo R, rc = 1.201 bohr: 1.3636 bohr^-3, ratio 0.8075
C 2p pseudo R, rc = 1.499 bohr: 1.2376 bohr^-3, ratio 0.7329
C 2p mean force, pseudo, larger rc: 2.4752 hartree/bohr
C 2p R from r < 0.397 bohr, AE, pseudo: 0.8453, 0.4149 bohr^-3
C 2p diamagnetic per electron, AE, pseudo: 13.481, 13.195 ppm
C 2p AE paramagnetic: -407.8, -326.3; difference 81.6 ppm
C 2p pseudo paramagnetic: -298.9, -239.1; difference 59.8 ppm
C 2p confined levels, AE: -0.0883, 0.5108 hartree
C 2p confined levels, pseudo: -0.0881, 0.5120 hartree
C 2p diagonal, AE and bare pseudo: 2.1134, 1.5334 bohr^-3
C 2p diagonal, 1 and 2 projectors: 2.0925, 2.1178 bohr^-3
C 2p occupied-empty, AE and bare pseudo: 1.2553, 0.8654 bohr^-3
C 2p occupied-empty, 1 and 2 projectors: 1.1809, 1.2704 bohr^-3
Si 3p level energy: -0.11781 hartree
Si 3p all-electron R, atom: 2.3408 bohr^-3
Si 3p all-electron R, +1 ion: 3.0747 bohr^-3
Si 3p core diamagnetic shielding: 832.09 ppm
Si 3p its change, atom to ion: 0.200 ppm
Si 3p half of R lies inside: 0.137 bohr
Si 3p norm inside that radius: 0.08 %
Si 3p node: 0.719 bohr; inside it 2.24 % of norm, 95.41 % of R
Si 3p mean force, all-electron: 4.6817 hartree/bohr
Si 3p pseudo R, rc = 1.599 bohr: 0.1723 bohr^-3, ratio 0.0736
Si 3p pseudo R, rc = 2.000 bohr: 0.1593 bohr^-3, ratio 0.0680
Si 3p mean force, pseudo, larger rc: 0.3185 hartree/bohr
Si 3p R from r < 0.137 bohr, AE, pseudo: 1.1726, 0.0012 bohr^-3
Si 3p diamagnetic per electron, AE, pseudo: 8.440, 7.529 ppm
Si 3p AE paramagnetic: -565.3, -452.3; difference 113.1 ppm
Si 3p pseudo paramagnetic: -38.5, -30.8; difference 7.7 ppm
Si 3p confined levels, AE: 0.0237, 0.6019 hartree
Si 3p confined levels, pseudo: 0.0242, 0.6003 hartree
Si 3p diagonal, AE and bare pseudo: 3.7476, 0.2433 bohr^-3
Si 3p diagonal, 1 and 2 projectors: 3.7891, 3.7591 bohr^-3
Si 3p occupied-empty, AE and bare pseudo: 2.8033, 0.1613 bohr^-3
Si 3p occupied-empty, 1 and 2 projectors: 2.8532, 2.7710 bohr^-3
relative loss of R, larger rc, C 2p and Si 3p: 26.7, 93.2 %
all good
```
